# Capillary Pairing Threshold in a Periodic Array of Flexible Fins, part 1

(Sections cited here and not found follow in the second part.)

## 1. The pairing threshold

### Result and conditions

Equal flexible fins stand side by side, separated by equal gaps of width \(D\), and each gap holds a column of liquid. Let \(\gamma\) be the surface tension, \(\theta<90^\circ\) the contact angle measured through the liquid, \(A\) the wetted area of one sidewall, and \(k\) the lumped stiffness of one fin. If \(A\) stays fixed while the gaps change, the state of equal gaps is statically stable for \(k>k_c\) and unstable for \(k<k_c\), with

\[
k_c=\frac{8\gamma A\cos\theta}{D^2}. \tag{1}
\]

The mode that fails first is the pairing mode, in which neighbouring fins move in opposite directions, so that every second gap closes and the others open.

The condition on \(A\) decides the numerical factor. A gap that narrows at fixed wetted height must lose liquid, and a gap that widens must gain it. If instead each gap keeps its own liquid and the contact line is free to move, the column rises as the gap narrows. For parallel walls the threshold is then \(2k_c\). If all gaps share one liquid pressure and their menisci are pinned at the fin tops, the pressure forces on a fin cancel and the mechanism behind (1) is absent. An implementation therefore needs a statement about the liquid as well as values for \(k\), \(A\), \(D\), \(\gamma\) and \(\theta\).

Equation (1) is also a linear criterion. It concerns small displacements from equal gaps. Section 2 shows how large a disturbance, or how large a difference between the dry gaps, can still cause collapse when \(k>k_c\).

The stiffness \(k\) is defined as the total side load on a fin, spread uniformly over the wetted wall, divided by the displacement at the height of the meniscus. This definition matters because the liquid pressure is uniform within a gap when gravity is neglected, and the width of the gap at the meniscus sets its value.

### The pull of one liquid column

Consider two parallel walls a distance \(d\) apart, with length \(L\) along the gap. The liquid reaches the walls at contact height \(h\). Its upper surface has uniform curvature, so its cross-section is a circular arc of radius \(R\). The arc meets each wall at angle \(\theta\), which requires

\[
R=\frac{d}{2\cos\theta}.
\]

The pressure in the liquid is lower than in the gas by the suction

\[
P=\frac{\gamma}{R}=\frac{2\gamma\cos\theta}{d}. \tag{2}
\]

The force on a wall follows from the surface energy, which also gives the contribution of the contact line. The arc subtends a half-angle \(\varphi=\pi/2-\theta\) at its centre, because \(\sin\varphi=(d/2)/R=\cos\theta\). Its length is

\[
2R\varphi=\frac{\varphi}{\cos\theta}\,d .
\]

The area between the arc and the straight line joining the contact points is

\[
R^2(\varphi-\sin\varphi\cos\varphi)=s\,d^2,
\qquad
s=\frac{\varphi-\sin\theta\cos\theta}{4\cos^2\theta}.
\]

The arc sags below the contact points, so the cross-sectional area of the liquid is

\[
v=hd-s\,d^2,
\qquad\text{hence}\qquad
h=\frac{v}{d}+s\,d. \tag{3}
\]

Wetting a unit area of wall changes the surface energy by \(-\gamma\cos\theta\), by Young's equation. With two walls wetted to height \(h\), the energy per unit length is

\[
\mathcal E=\gamma\frac{\varphi}{\cos\theta}d-2\gamma\cos\theta\,h
=\gamma\left(\frac{\varphi}{\cos\theta}-2s\cos\theta\right)d
-\frac{2\gamma\cos\theta\,v}{d}. \tag{4}
\]

The floor of the gap would add a term linear in \(d\). Such a term gives a force that does not depend on \(d\). It acts equally on the two sides of a fin and drops out of what follows, so it is omitted.

A virtual displacement of the wall takes place at fixed liquid volume. Because \(\mathcal E\) increases with \(d\), the walls are pulled together, and the pull on one wall is

\[
\frac{F}{L}=\left.\frac{\partial\mathcal E}{\partial d}\right|_v
=\frac{2\gamma\cos\theta\,v}{d^2}
+\gamma\left(\frac{\varphi}{\cos\theta}-2s\cos\theta\right). \tag{5}
\]

To express this through the contact height, insert \(v=hd-sd^2\). The first term becomes \(2\gamma\cos\theta\,h/d-2\gamma s\cos\theta\), and therefore

\[
\frac{F}{L}=\frac{2\gamma\cos\theta\,h}{d}
+\gamma\left(\frac{\varphi}{\cos\theta}-4s\cos\theta\right).
\]

The definition of \(s\) gives \(4s\cos\theta=\varphi/\cos\theta-\sin\theta\). The bracket is thus \(\sin\theta\), and with \(A=hL\)

\[
F=\frac{2\gamma A\cos\theta}{d}+\gamma L\sin\theta. \tag{6}
\]

The first term is the suction (2) times the wetted area. The second is the horizontal component of surface tension at the contact line. It does not depend on \(d\).

### How the pull changes with the gap

Stability depends on the rate at which the pull grows as a gap closes. Define

\[
G=-\left.\frac{dF}{dd}\right|_{d=D}. \tag{7}
\]

The virtual displacement used to find \(F\) at a given state is a separate matter from the path along which \(F\) is followed as the fins move. The path depends on where the liquid can go.

**Fixed wetted area.** With \(A\) constant, differentiating (6) gives

\[
G_A=\frac{2\gamma A\cos\theta}{D^2}. \tag{8}
\]

Along this path the liquid content changes with the gap, as (3) shows: \(dv/dd=h-2sd\). For a column much taller than the gap is wide, this is nearly \(h\). The surplus from a narrowing gap has to be removed, and a widening gap has to be supplied. Capillary flow does not do this: at equal contact angle the narrower gap has the lower liquid pressure and draws liquid in. Fixed area is therefore a reference condition, and whether a real process meets it has to be shown separately.

**Trapped liquid.** With \(v\) constant, the second term of (5) is still constant and the first varies as \(1/d^2\). Its slope is \(-4\gamma\cos\theta\,v/d^3\) per unit length. Let \(A=vL/D\) be the wetted area calculated from the mean liquid height. Then

\[
G_v=\frac{4\gamma A\cos\theta}{D^2}=2G_A. \tag{9}
\]

One factor of \(1/d\) comes from the suction and the other from the height of the column. The mean height differs from the contact height by \(sD\), which is small compared with \(h\) for a tall column.

Both cases belong to one family. If the wetted area follows \(A(d)=A\,(D/d)^m\), the gap-dependent part of the pull is \(2\gamma A\cos\theta\,D^m d^{-(m+1)}\), and its slope gives \(G=(1+m)G_A\). Fixed area is \(m=0\), and trapped liquid between parallel walls is \(m=1\).

**Shared pressure.** Suppose that all gaps are connected, so that they have the same suction \(P\), and that the menisci are pinned at the fin tops. The pressure force is \(PA\) on either side of a fin, whatever the gap widths, and the two sides cancel. An effect of the contact line remains. The meniscus now meets the top edge at an apparent angle \(\theta_a\) given by \(\cos\theta_a=Pd/(2\gamma)\), and the line pull is \(\gamma L\sin\theta_a\). Differentiating the relation for \(\theta_a\) gives \(-\sin\theta_a\,d\theta_a/dd=P/(2\gamma)\), so that

\[
-\frac{d}{dd}\left(\gamma L\sin\theta_a\right)
=\frac{PL}{2}\cot\theta_a
=\frac{\gamma L\cos\theta_a\cot\theta_a}{D}
\quad\text{at } d=D .
\]

Relative to (8), evaluated at the same angle, this is \((D/2h)\cot\theta_a\). The line pull acts at the fin top, where a load bends a clamped fin \(8/3\) times as far as the same load spread uniformly (Section 2). The resulting pairing threshold is \((4D/3h)\cot\theta_a\) times \(k_c\). It fades for very tall columns. At \(h=4D\) this leading-order estimate still gives roughly \(0.6\,k_c\) for \(\theta_a=30^\circ\) and \(1.9\,k_c\) for \(\theta_a=10^\circ\), with corrections of several per cent from the fin's thickness and bent shape. Shared pressure alone therefore does not guarantee stability. The description holds while the menisci stay pinned, which requires \(\theta_a\) to stay above the angle at which the contact line recedes.

### Modes of the array

Number the fins by \(i\), and let \(u_i\) be the displacement of fin \(i\) to the right, measured at the meniscus. The gap to its right has width

\[
d_i=D+u_{i+1}-u_i .
\]

The liquid in gap \(i\) pulls fin \(i\) to the right, and the liquid in gap \(i-1\) pulls it to the left. With the elastic restoring force, the total force on the fin is

\[
f_i=-ku_i+F(d_i)-F(d_{i-1}). \tag{10}
\]

For small displacements \(F(d)\simeq F(D)-G(d-D)\). The constant \(F(D)\) cancels, including the contact-line pull, and

\[
\begin{aligned}
f_i&=-ku_i-G(u_{i+1}-u_i)+G(u_i-u_{i-1})\\
&=-ku_i+G\,(2u_i-u_{i+1}-u_{i-1}). 
\end{aligned}\tag{11}
\]

Each gap acts as a spring of negative stiffness \(-G\) between its two fins. The array is periodic, so the modes are waves \(u_i=U\cos(qi+\beta)\) with phase advance \(q\) per fin. For such a wave \(u_{i+1}+u_{i-1}=2\cos q\,u_i\), and \(2-2\cos q=4\sin^2(q/2)\). The force becomes \(f_i=-\kappa(q)u_i\) with the mode stiffness

\[
\kappa(q)=k-4G\sin^2\frac q2. \tag{12}
\]

The state is stable when \(\kappa(q)>0\) for every mode. At \(q=0\) all fins move together, no gap changes, and \(\kappa=k\). The smallest value occurs at \(q=\pi\), where \(u_{i+1}=-u_i\). This is the pairing mode, with

\[
\kappa(\pi)=k-4G. \tag{13}
\]

The factor 4 can be traced directly. When a fin moves by \(u\) and its neighbours by \(-u\), one adjacent gap narrows by \(2u\) and the other widens by \(2u\). Each change contributes \(2Gu\) to the force in the direction of motion. Setting (13) to zero with \(G=G_A\) gives the threshold (1). With \(G=G_v\) it gives \(16\gamma A\cos\theta/D^2\).

The word "first" refers to a slow change of parameters: if \(k\) is lowered, or \(G\) is raised, \(\kappa(\pi)\) is the first mode stiffness to reach zero. It does not by itself describe how fast fins move after stability is lost, which also depends on inertia and on viscous flow.

As a numerical case, take water with \(\gamma=0.072\) N/m and \(\theta=30^\circ\), gaps of 20 nm, and a wetted area of 80000 nm² per sidewall. Then

\[
k_c=\frac{8(0.072)(80000)\cos30^\circ}{20^2}\ \text{N/m}=99.77\ \text{N/m}.
\]

For fins with \(k=55.56\) N/m, equation (13) gives \(\kappa(\pi)=-44.21\) N/m. A ring of eight such fins was also treated without (8) or (12). The gap forces were obtained by numerical differentiation of the meniscus energy at the required wetted height, and the resulting stiffness matrix was diagonalized. Its softest mode alternates in sign from fin to fin and has stiffness \(-44.21\) N/m, in agreement with (13).

### Finite arrays and limiting cases

A ring with an even number \(N\) of fins contains the mode \(q=\pi\). A ring with odd \(N\) cannot alternate perfectly. Its nearest mode has \(q=\pi(N-1)/N\), for which \(\sin^2(q/2)=\cos^2(\pi/2N)\). The threshold is \(k_c\cos^2(\pi/2N)\), which approaches \(k_c\) as \(N\) grows.

One flexible fin between two rigid walls, with equal wetted gaps on both sides, has the threshold \(k=2G\), or half the array value, since each of its two gaps changes by \(u\) and adds \(Gu\).

An isolated pair with liquid only in the gap between its two fins behaves differently, because no liquid on the outer sides balances the pull. The fins lean towards each other by \(u\) as soon as the gap is wetted. At fixed \(A\), and without the contact-line pull, balance requires \(ku(D-2u)=2\gamma A\cos\theta\), where \(D\) is now the dry gap. The product \(u(D-2u)\) is at most \(D^2/8\), reached at \(u=D/4\), so an equilibrium exists only for \(k\ge16\gamma A\cos\theta/D^2=2k_c\). The contact-line pull raises this limit further. The pair is thus more prone to collapse than an array with the same dry gap, and a result measured on one cannot be used directly for the other.

For walls that stay parallel, the suction disappears as \(\theta\) approaches \(90^\circ\), and \(k_c\) tends to zero. For larger contact angles \(G\) is negative: the pressure in the liquid pushes the walls apart, and more strongly in a narrower gap. Equation (12) then has its minimum \(k\) at \(q=0\), and this mechanism causes no loss of stability. Fins that bend behave differently, because their walls tilt at the meniscus (Section 2). At fixed area the tilt adds \(16\gamma L\sin\theta/(3D)\) to \(k_c\). At \(90^\circ\) this is 19 N/m for the fins of the worked case with the surface tension of water, and the threshold vanishes only near \(\tan\theta=-3H/2D\), about \(100^\circ\) for \(H=4D\). With trapped liquid the contact lines also move up and down and add a moment at the fin top, and the threshold at \(90^\circ\) is about 45 N/m. A contact angle of \(90^\circ\) therefore does not remove pairing.

## 2. Fin stiffness, finite disturbances and a worked case

### Quantities carried over

A gap of width \(d\) has suction \(2\gamma\cos\theta/d\), with \(\gamma\) the surface tension and \(\theta\) the contact angle. The equal gaps have width \(D\), each sidewall has wetted area \(A\), and \(k\) is the uniform side load on a fin divided by its displacement at the meniscus. At fixed \(A\), pairing sets in below \(k_c=8\gamma A\cos\theta/D^2\). Trapped liquid between parallel walls doubles this threshold. The contact-line pull is constant at leading order and cancels between the two sides of a fin.

We now have the stiffness below which equal gaps give way to pairing at fixed wetted area, and we have seen that the threshold depends on where the liquid can go. It remains to calculate the stiffness of a clamped fin, allow for bending, find how large a disturbance or gap mismatch the fins can tolerate, and apply the results to fins in water and isopropanol.
